# Invariance of the NEGF transmission under a change of device basis: verification in Python

```python
"""
Result under test: the transmission T = Tr[Gam_L G Gam_R G^dagger] of a device
between two leads is unchanged when the device basis functions are replaced by
any invertible combination phi'_j = sum_i phi_i W_ij, if every device matrix M
(Hamiltonian H, overlap S, self-energies Sig, broadenings Gam) becomes W^dagger M W.
G = (z S - H - Sig_L - Sig_R)^(-1), z = E + i*ETA, Gam = i (Sig - Sig^dagger).
Model: free electron mass, two channels, a barrier of finite width that couples
them; the basis consists of normalised, overlapping hat functions of spacing h.
Energies are in eV, lengths in angstrom.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import block_diag, eigh

KIN = const.hbar**2 / (2 * const.m_e) / const.e * 1e20   # hbar^2/2m, eV angstrom^2
ETA = 1e-8
WIDTH = 4.0
THRESH = np.array([0.0, 0.5])
BARRIER = np.array([[1.5, 0.4], [0.4, 0.8]])
DEV = slice(2, -2)          # device functions; first and last two belong to leads


def dag(m):
    return m.conj().T


def sample_basis(h):
    """Hat functions, slopes and potential at Gauss points of every element."""
    n = round(WIDTH / h)
    nodes = h * np.arange(-1, n + 2)
    left = h * np.arange(-2, n + 2)
    shift = 0.5 / np.sqrt(3)
    x = np.concatenate([left + h * (0.5 - shift), left + h * (0.5 + shift)])
    weight = np.full(x.size, h / 2)
    d = x[:, None] - nodes[None, :]
    norm = np.sqrt(2 * h / 3)
    hat = np.maximum(0, 1 - abs(d) / h) / norm
    slope = np.where(abs(d) < h, -np.sign(d) / h, 0) / norm
    unit = np.eye(2)
    f = np.einsum('qn,cd->qcnd', hat, unit).reshape(x.size, 2, -1)
    df = np.einsum('qn,cd->qcnd', slope, unit).reshape(x.size, 2, -1)
    inside = ((x > 0) & (x < WIDTH)).astype(float)
    pot = np.diag(THRESH)[None] + inside[:, None, None] * BARRIER[None]
    return x, weight, f, df, pot


def integrate(weight, f, df, pot):
    """Overlap and Hamiltonian integrals over the sampled functions."""
    wf = weight[:, None, None] * f.conj()
    wdf = weight[:, None, None] * df.conj()
    s = np.einsum('qci,qcj->ij', wf, f, optimize=True)
    ham = KIN * np.einsum('qci,qcj->ij', wdf, df, optimize=True)
    ham = ham + np.einsum('qci,qcj->ij', wf, pot @ f, optimize=True)
    return s, ham


def lead_modes(energy, h):
    """On-site and coupling parts of zS-H in a lead, and outgoing Bloch factor."""
    z = energy + 1j * ETA
    a = z - (3 * KIN / h**2 + THRESH)
    b = z / 4 - (-1.5 * KIN / h**2 + THRESH / 4)
    c = -a / (2 * b)
    root = np.sqrt(c * c - 1)
    lam = np.where(abs(c + root) < 1, c + root, c - root)
    return a, b, lam


def device_matrices(s, ham, energy, h):
    """Device blocks and self-energies built from the given coupling blocks."""
    k = (energy + 1j * ETA) * s - ham
    _, b, lam = lead_modes(energy, h)
    g = np.diag(-lam / b)
    sig_l = k[DEV, :2] @ g @ k[:2, DEV]
    sig_r = k[DEV, -2:] @ g @ k[-2:, DEV]
    return s[DEV, DEV], ham[DEV, DEV], sig_l, sig_r


def broadening(sig):
    return 1j * (sig - dag(sig))


def green(s, ham, sig_l, sig_r, energy):
    return np.linalg.inv((energy + 1j * ETA) * s - ham - sig_l - sig_r)


def trans_matrix(g, gam_l, gam_r):
    return gam_l @ g @ gam_r @ dag(g)


def negf(s, ham, energy, h):
    sd, hd, sl, sr = device_matrices(s, ham, energy, h)
    g = green(sd, hd, sl, sr, energy)
    return trans_matrix(g, broadening(sl), broadening(sr))


def scattering(s, ham, energy, h):
    """Solve for scattering states directly; no Green function is used."""
    _, b, lam = lead_modes(energy, h)
    b = b.real
    k = (energy * s - ham).astype(complex)
    k[:2, :2] += np.diag(b * lam)
    k[-2:, -2:] += np.diag(b * lam)
    flux = 2 * b * lam.imag
    is_open = np.where(abs(lam) > 1 - 1e-6)[0]
    t = np.zeros((len(is_open), len(is_open)), complex)
    r = np.zeros_like(t)
    injected = 0
    for col, m in enumerate(is_open):
        inc = np.eye(2)[m]
        rhs = np.zeros(len(k), complex)
        rhs[:2] = -b * (1 / lam - lam) * inc
        y = np.linalg.solve(k, rhs)
        scale = np.sqrt(flux[is_open] / flux[m])
        t[:, col] = y[-2:][is_open] * scale
        r[:, col] = (y[:2] - inc)[is_open] * scale
        injected = injected + np.outer(y[DEV], y[DEV].conj()) / flux[m]
    return t, r, injected


def continuum(energy):
    """Exact matching of wave function and slope at both barrier faces."""
    k = np.sqrt((energy - THRESH + 0j) / KIN)
    u, q_vec = np.linalg.eigh(np.diag(THRESH) + BARRIER)
    q = np.sqrt((energy - u + 0j) / KIN)
    p = np.diag(np.exp(1j * q * WIDTH))
    slope = q_vec @ np.diag(q)
    one, zero, kd = np.eye(2), np.zeros((2, 2)), np.diag(k)
    # unknowns: reflected, forward in barrier, backward in barrier, transmitted
    mat = np.block([[one, -q_vec, -q_vec @ p, zero],
                    [-kd, -slope, slope @ p, zero],
                    [zero, q_vec @ p, q_vec, -one],
                    [zero, slope @ p, -slope, -kd]])
    total = 0.0
    for m in np.where(energy > THRESH)[0]:
        inc = np.eye(2)[m]
        sol = np.linalg.solve(mat, np.concatenate([-inc, -kd @ inc, np.zeros(4)]))
        total += np.sum(abs(sol[-2:])**2 * k.real) / k[m].real
    return total


h, energy = 0.25, 1.2
x, weight, f, df, pot = sample_basis(h)
S, H = integrate(weight, f, df, pot)
n_dev = len(S) - 4
# The lead formulas must agree with the integrals over lead functions.
a_lead, b_lead, _ = lead_modes(energy, h)
K_full = (energy + 1j * ETA) * S - H
assert np.allclose(K_full[:2, :2], np.diag(a_lead), atol=1e-9)
assert np.allclose(K_full[:2, 2:4], np.diag(b_lead), atol=1e-9)

Sd, Hd, SigL, SigR = device_matrices(S, H, energy, h)
GamL, GamR = broadening(SigL), broadening(SigR)
G = green(Sd, Hd, SigL, SigR, energy)
T_mat = trans_matrix(G, GamL, GamR)
T = np.trace(T_mat).real
t_amp, r_amp, injected = scattering(S, H, energy, h)
T_wave, R_wave = np.sum(abs(t_amp)**2), np.sum(abs(r_amp)**2)
assert abs(T - T_wave) < 1e-6
assert abs(T_wave + R_wave - 2) < 1e-6
assert np.allclose(G @ GamL @ dag(G), injected, atol=1e-6)
channels = np.sort(np.linalg.eigvals(T_mat).real)[::-1][:2]
channels_wave = np.sort(np.linalg.eigvalsh(dag(t_amp) @ t_amp))[::-1]
assert np.allclose(channels, channels_wave, atol=1e-6)

print(f"hbar^2/2m = {KIN:.5f} eV angstrom^2")
print(f"barrier width = {WIDTH:.1f} angstrom, spacing h = {h:.2f} angstrom")
print(f"channel thresholds = {THRESH[0]:.1f}, {THRESH[1]:.1f} eV")
print(f"barrier V11, V22, V12 = {BARRIER[0,0]:.1f}, {BARRIER[1,1]:.1f}, "
      f"{BARRIER[0,1]:.1f} eV")
print(f"number of device functions = {n_dev}")
print(f"overlap of neighbouring functions = {S[2, 4]:.4f}")
print(f"lead on-site, hopping (channel 1) = {H[0,0]:.3f}, {H[0,2]:.3f} eV")
print(f"main energy E = {energy:.1f} eV, small imaginary part = {ETA:.0e} eV")
print(f"T, original basis, Green function = {T:.8f}")
print(f"T, original basis, scattering states = {T_wave:.8f}")
print(f"reflection R = {R_wave:.8f}, T + R = {T_wave + R_wave:.8f}")
print(f"channel transmissions = {channels[0]:.6f}, {channels[1]:.6f}")
g0 = 2 * const.e**2 / const.h
print(f"conductance (2e^2/h) T = {g0 * T * 1e6:.3f} microsiemens")

# Three changes of basis; all integrals are redone over the new functions.
s_val, s_vec = np.linalg.eigh(Sd)
lowdin = s_vec @ np.diag(s_val**-0.5) @ s_vec.T
levels, eigenfunctions = eigh(Hd, Sd)
rng = np.random.default_rng(7)
random_w = rng.normal(size=(n_dev, n_dev)) + 1j * rng.normal(size=(n_dev, n_dev))


def new_integrals(w):
    w_all = block_diag(np.eye(2), w, np.eye(2))
    return integrate(weight, f @ w_all, df @ w_all, pot)


inside = (x > 0) & (x < WIDTH)
f_dev = f[inside][:, :, DEV]
density = np.einsum('qci,ij,qcj->q', f_dev, injected, f_dev.conj(), optimize=True)
for name, W in [("Lowdin", lowdin), ("eigenfunctions", eigenfunctions),
                ("random complex", random_w)]:
    S1, H1 = new_integrals(W)
    sd1, hd1, sl1, sr1 = device_matrices(S1, H1, energy, h)
    g1 = green(sd1, hd1, sl1, sr1, energy)
    tm1 = trans_matrix(g1, broadening(sl1), broadening(sr1))
    t1 = np.trace(tm1)
    for new, old in [(sd1, Sd), (hd1, Hd), (sl1, SigL), (sr1, SigR),
                     (broadening(sl1), GamL), (broadening(sr1), GamR)]:
        expected = dag(W) @ old @ W
        assert np.max(abs(new - expected)) < 1e-10 * max(1, np.max(abs(dag(W))
                      @ abs(Hd) @ abs(W)))
    w_inv = np.linalg.inv(W)
    g_expected = w_inv @ G @ dag(w_inv)
    assert np.max(abs(g1 - g_expected)) < 1e-6 * np.max(abs(g_expected))
    assert abs(t1 - T) < 1e-7
    ch1 = np.sort(np.linalg.eigvals(tm1).real)[::-1][:2]
    assert np.allclose(ch1, channels, atol=1e-6)
    t_new, _, _ = scattering(S1, H1, energy, h)
    assert abs(np.sum(abs(t_new)**2) - T) < 1e-6
    f1 = f_dev @ W
    a1 = g1 @ broadening(sl1) @ dag(g1)
    dens1 = np.einsum('qci,ij,qcj->q', f1, a1, f1.conj(), optimize=True)
    assert np.max(abs(dens1 - density)) < 1e-5 * np.max(abs(density))
    print(f"{name}: T = {t1.real:.8f}, |T'-T| = {abs(t1 - T):.1e}, "
          f"cond(W) = {np.linalg.cond(W):.1f}")

# Faulty recipes, with the Lowdin matrix as the change of basis.
SL, HL, SigL1, SigR1 = device_matrices(*new_integrals(lowdin), energy, h)
bad_sigma = np.trace(trans_matrix(green(SL, HL, SigL, SigR, energy), GamL, GamR)).real
bad_gamma = np.trace(trans_matrix(green(SL, HL, SigL1, SigR1, energy),
                                  GamL, GamR)).real
inv_l = np.linalg.inv(lowdin)
sim = [inv_l @ m @ lowdin for m in (Sd, Hd, SigL, SigR, GamL, GamR)]
bad_similarity = np.trace(trans_matrix(green(*sim[:4], energy), sim[4], sim[5]))
assert abs(bad_sigma - T) > 1e-3
assert abs(bad_gamma - T) > 1e-3
assert abs(bad_similarity - T) > 1e-3
print(f"fault, Sigma and Gamma left untransformed: T = {bad_sigma:.6f}")
print(f"fault, only Gamma left untransformed: T = {bad_gamma:.6f}")
print(f"fault, W^-1 M W for all matrices: |T'-T| = {abs(bad_similarity - T):.6f}")

# A rectangular W drops functions and is not invertible.
for kept in (12, 30):
    t_cut = np.trace(negf(*new_integrals(eigenfunctions[:, :kept]), energy, h)).real
    if kept == 12:
        assert abs(t_cut - T) > 1e-3
    print(f"lowest {kept} of {n_dev} eigenfunctions kept: T = {t_cut:.6f}")

# Finite imaginary energy in the device: it must multiply the overlap matrix.
eta_big = 0.01


def damped(s, ham, sl, sr, metric):
    g = np.linalg.inv(energy * s - ham + 1j * eta_big * metric - sl - sr)
    return np.trace(trans_matrix(g, broadening(sl), broadening(sr))).real


unit = np.eye(n_dev)
WR = new_integrals(random_w)
dev_random = device_matrices(*WR, energy, h)
damp_s = damped(Sd, Hd, SigL, SigR, Sd)
damp_s_random = damped(*dev_random, dev_random[0])
damp_1 = damped(Sd, Hd, SigL, SigR, unit)
damp_1_lowdin = damped(SL, HL, SigL1, SigR1, unit)
assert abs(damp_s - damp_s_random) < 1e-7
assert abs(damp_1 - damp_1_lowdin) > 1e-5
print(f"finite eta = {eta_big:.2f} eV in the device:")
print(f"  i eta S: original T = {damp_s:.6f}, random basis T = {damp_s_random:.6f}")
print(f"  i eta 1: original T = {damp_1:.6f}, Lowdin T = {damp_1_lowdin:.6f}")

# Several energies, the lowest with the second channel closed.
print("E (eV): T original, T random basis, T continuum")
for e in (0.3, 0.8, 1.2, 2.0):
    t_old = np.trace(negf(S, H, e, h)).real
    t_random = np.trace(negf(*WR, e, h)).real
    t_exact = continuum(e)
    assert abs(t_old - t_random) < 1e-7
    assert abs(t_old - t_exact) < 0.02
    print(f"  {e:.1f}: {t_old:.6f}, {t_random:.6f}, {t_exact:.6f}")

# The mesh error against the exact continuum solution must fall with h.
exact = continuum(energy)
errors = []
for step in (0.5, 0.25, 0.125):
    _, w_s, f_s, df_s, pot_s = sample_basis(step)
    t_step = np.trace(negf(*integrate(w_s, f_s, df_s, pot_s), energy, step)).real
    errors.append(abs(t_step - exact))
    print(f"h = {step:.3f} angstrom: T = {t_step:.6f}, mesh error = {errors[-1]:.2e}")
assert errors[1] / errors[2] > 3
print(f"mesh error ratio on last halving = {errors[1] / errors[2]:.2f}")
print("all assertions hold")
```

Printed output:

```
hbar^2/2m = 3.80998 eV angstrom^2
barrier width = 4.0 angstrom, spacing h = 0.25 angstrom
channel thresholds = 0.0, 0.5 eV
barrier V11, V22, V12 = 1.5, 0.8, 0.4 eV
number of device functions = 34
overlap of neighbouring functions = 0.2500
lead on-site, hopping (channel 1) = 182.879, -91.440 eV
main energy E = 1.2 eV, small imaginary part = 1e-08 eV
T, original basis, Green function = 0.86818668
T, original basis, scattering states = 0.86818670
reflection R = 1.13181329, T + R = 1.99999999
channel transmissions = 0.728304, 0.139883
conductance (2e^2/h) T = 67.268 microsiemens
Lowdin: T = 0.86818668, |T'-T| = 7.9e-16, cond(W) = 1.7
eigenfunctions: T = 0.86818668, |T'-T| = 2.5e-14, cond(W) = 1.7
random complex: T = 0.86818668, |T'-T| = 2.6e-14, cond(W) = 35.0
fault, Sigma and Gamma left untransformed: T = 0.376051
fault, only Gamma left untransformed: T = 1.325584
fault, W^-1 M W for all matrices: |T'-T| = 0.049692
lowest 12 of 34 eigenfunctions kept: T = 0.001968
lowest 30 of 34 eigenfunctions kept: T = 0.898529
finite eta = 0.01 eV in the device:
  i eta S: original T = 0.844741, random basis T = 0.844741
  i eta 1: original T = 0.852073, Lowdin T = 0.844741
E (eV): T original, T random basis, T continuum
  0.3: 0.039371, 0.039371, 0.039527
  0.8: 0.490123, 0.490123, 0.490273
  1.2: 0.868187, 0.868187, 0.867964
  2.0: 1.415878, 1.415878, 1.415047
h = 0.500 angstrom: T = 0.868855, mesh error = 8.91e-04
h = 0.250 angstrom: T = 0.868187, mesh error = 2.23e-04
h = 0.125 angstrom: T = 0.868019, mesh error = 5.57e-05
mesh error ratio on last halving = 4.00
all assertions hold
```
